\section*{Effective heat of formation and the first silicide at an interface}

\section{Which compound forms first?}

A thin metal film lies on silicon and is warmed. Long before anything melts, atoms cross the interface and a silicide begins to grow. Most metals have several silicides, and one of them often appears first while the others are absent. Which one will it be?

A first guess is the compound with the most negative heat of formation. That quantity, however, is quoted per atom of finished compound, on the understanding that the elements are supplied in the right ratio. An interface supplies them in a ratio of its own. If one element runs short, less compound is made and less heat is released. The effective heat of formation, introduced by Pretorius, takes this shortage into account.

Part of the model can be derived and part is assumed. The heat released by a given supply follows from conservation of atoms. The composition of that supply, and the rule that the largest heat release selects the first phase, are postulates.

\section{Supply, product and reference energies}

Let the reacting region receive metal M and silicon in atomic fractions $x$ and $1-x$, with $0<x<1$. Consider one candidate compound $\mathrm{M}_a\mathrm{Si}_b$, whose metal fraction is
\begin{equation}
c=\frac{a}{a+b}.
\end{equation}
Its heat of formation $H$ is counted per atom of compound, from the solid elements, and is negative when heat is released. If $\mu_{\rm M}$ and $\mu_{\rm Si}$ are the energies per atom of the solid elements, the energy per atom of the compound is
\begin{equation}
e=c\,\mu_{\rm M}+(1-c)\,\mu_{\rm Si}+H .
\label{eq:e}
\end{equation}

Three assumptions enter:
\begin{enumerate}
\item The candidate is the only product, and any excess stays behind as a pure solid element.
\item Energies are additive, as for bulk phases; interfaces and strain are left out.
\item Energy, enthalpy and free energy of reaction are taken as equal.
\end{enumerate}
In the third, the step from energy to enthalpy is harmless: at atmospheric pressure $pV$ is about $10^{-5}$ eV per atom of a solid. The neglect of entropy is a real approximation; the effect of an assumed small change in vibration frequencies is estimated below. The equations for the heat released contain no physical constants, so they read the same in atomic units and in eV.

\section{How much compound can be made}

Let $y$ be the number of atoms that end up in the compound, per supplied atom. They comprise $cy$ metal atoms and $(1-c)y$ silicon atoms. The leftovers per supplied atom are therefore
\begin{equation}
l_{\rm M}=x-cy,\qquad l_{\rm Si}=1-x-(1-c)y .
\label{eq:left}
\end{equation}
Neither can be negative, which gives two upper bounds:
\begin{equation}
y\le\frac{x}{c},\qquad y\le\frac{1-x}{1-c}.
\end{equation}
Both must hold, so the largest possible yield is the smaller bound,
\begin{equation}
y_{\max}=\min\left[\frac{x}{c},\frac{1-x}{1-c}\right].
\label{eq:y}
\end{equation}

The element that gives the smaller bound is the limiting one. To see which it is, multiply $x/c<(1-x)/(1-c)$ by the positive number $c(1-c)$:
\begin{equation}
x(1-c)<c(1-x)\;\Longleftrightarrow\; x-xc<c-xc\;\Longleftrightarrow\; x<c .
\end{equation}
Metal limits when $x<c$, and silicon limits when $x>c$. At $x=c$ both are used up and $y_{\max}=1$.

The limiting element is thus the one that is scarce relative to the compound's stoichiometry. It need not be the minority element of the supply. For $x=0.55$ the metal is the majority, yet it limits $\mathrm{M_2Si}$, which needs a metal fraction of 0.6667. If silicon were called limiting because it is the minority, the yield would come out as $0.45/0.3333=1.35$, more compound atoms than atoms supplied. That product would need 0.90 metal atoms per supplied atom, and there are 0.55.

\section{The heat released}

The energy of the products, per supplied atom, is $ye+l_{\rm M}\mu_{\rm M}+l_{\rm Si}\mu_{\rm Si}$. That of the reactants is $x\mu_{\rm M}+(1-x)\mu_{\rm Si}$. Inserting \eqref{eq:e} and \eqref{eq:left} into the difference gives
\begin{align}
\Delta E&=y\left[c\mu_{\rm M}+(1-c)\mu_{\rm Si}+H\right]
+(x-cy)\mu_{\rm M}\nonumber\\
&\quad+\left[1-x-(1-c)y\right]\mu_{\rm Si}
-x\mu_{\rm M}-(1-x)\mu_{\rm Si}.
\end{align}
The coefficient of $\mu_{\rm M}$ is $yc+x-cy-x=0$. The coefficient of $\mu_{\rm Si}$ is $y(1-c)+(1-x)-(1-c)y-(1-x)=0$. What remains is
\begin{equation}
\Delta E=yH .
\label{eq:yH}
\end{equation}

For $H<0$ each further bit of compound lowers the energy, and the reaction gains most by running until the limiting element is exhausted. Setting $y=y_{\max}$ gives the effective heat of formation:
\begin{equation}
\boxed{\;H'(x)=H\,\min\left[\frac{x}{c},\frac{1-x}{1-c}\right],\qquad H<0\;}
\label{eq:main}
\end{equation}
In words, $H'$ is $H$ times the available fraction of the limiting element, divided by the fraction of that element in the compound. Note the change of counting: $H$ is per atom of compound, $H'$ per atom supplied. For $H>0$ the lowest energy in \eqref{eq:yH} is at $y=0$. No compound forms, and \eqref{eq:main} does not apply.

Equation \eqref{eq:main} was tested against a direct numerical minimization of the total energy, in which the amounts of compound and of both leftovers were free apart from conservation of atoms. For the three compounds of the example below, 25 compositions from 0.02 to 0.98 and two different choices of $\mu_{\rm M}$ and $\mu_{\rm Si}$, the largest difference was $1.2\times10^{-15}$ eV, which is rounding error.

\section{Shape and limits of the result}

As a function of $x$, $H'$ consists of two straight lines. One rises in magnitude from zero at pure silicon to $|H|$ at $x=c$; the other returns to zero at pure metal. These are the tie lines that join the compound to the two elements in a diagram of formation energy against composition.

When metal is very scarce, $x\to0$ and $H'\to xH/c$. The heat per metal atom is then $H/c$. When silicon is very scarce, the heat per silicon atom is $H/(1-c)$. The ranking at either end can differ from the ranking by $H$ itself, because $H$ is divided by the fraction of the scarce element in the compound, which favours compounds that use little of it.

The formula also has a kinetic reading. Let $J_{\rm M}$ and $J_{\rm Si}$ be the numbers of atoms arriving per unit area and time, with $J=J_{\rm M}+J_{\rm Si}$ and $x=J_{\rm M}/J$. If every possible formula unit is assembled, compound atoms are produced at the rate
\begin{equation}
\min\left[\frac{J_{\rm M}}{c},\frac{J_{\rm Si}}{1-c}\right]
=J\min\left[\frac{x}{c},\frac{1-x}{1-c}\right]=Jy_{\max},
\end{equation}
and heat is released at the rate $J|H'|$. So $|H'|$ is the mean heat per arriving atom. It says nothing about $J$, and it is not a reaction rate.

\section{Where one compound overtakes another}

Take two compounds with $c_1<c_2$ and a supply between them, $c_1<x<c_2$. Silicon limits compound 1, since $x>c_1$; metal limits compound 2, since $x<c_2$. With
\begin{equation}
A=\frac{|H_1|}{1-c_1},\qquad B=\frac{|H_2|}{c_2},
\end{equation}
the effective heats are $H_1'=-A(1-x)$ and $H_2'=-Bx$. The advantage of compound 2 is
\begin{equation}
H_1'-H_2'=Bx-A(1-x)=(A+B)x-A .
\end{equation}
It vanishes at
\begin{equation}
x^*=\frac{A}{A+B},
\label{eq:xstar}
\end{equation}
and because $A=(A+B)x^*$ it can be written as
\begin{equation}
H_1'-H_2'=(A+B)(x-x^*).
\label{eq:margin}
\end{equation}
Compound 2 is favoured on the metal-rich side of $x^*$, as one would expect.

The crossing lies between $c_1$ and $c_2$ if each compound wins at its own composition. At $x=c_1$ this requires $|H_1|>Bc_1$, and at $x=c_2$ it requires $|H_2|>A(1-c_2)$. If one condition fails, that compound loses throughout the interval.

\section{The two postulates}

To use \eqref{eq:main} one needs a value of $x$. The model takes the composition of the lowest liquidus minimum of the binary system, usually the lowest eutectic. The argument is that a low melting temperature suggests weak binding and high mobility, so that atoms should mix most readily near this composition. This is a plausibility argument. Conservation of atoms does not supply it.

The second postulate says that the first phase is the candidate with the most negative $H'$ at that $x$. The list of candidates is itself an input: for metal--silicon pairs the usual rule admits congruently melting compounds, meaning those that melt to a liquid of their own composition.

\section{A worked case in the nickel--silicon regime}

The following round parameters are roughly typical of nickel on silicon. The heats of formation are $-0.50$, $-0.45$ and $-0.31$ eV per atom for $\mathrm{M_2Si}$, $\mathrm{MSi}$ and $\mathrm{MSi_2}$; the supply has $x=0.55$, and the temperature is 550 K. This $x$ is a round choice, slightly richer in metal than the lowest nickel--silicon eutectic, which lies near $x=0.54$. The disilicide is kept for comparison, although that of nickel does not melt congruently.

For $\mathrm{M_2Si}$, $c=0.6667>x$, so metal limits:
\begin{equation}
y=\frac{0.55}{0.6667}=0.825,\qquad
H'=-0.50\times0.825=-0.4125\ \text{eV}.
\end{equation}
The leftover is 0.175 silicon atoms per supplied atom. For $\mathrm{MSi}$, $c=0.50<x$, so silicon limits:
\begin{equation}
y=\frac{0.45}{0.50}=0.90,\qquad
H'=-0.45\times0.90=-0.4050\ \text{eV},
\end{equation}
with 0.10 metal atoms left over. For $\mathrm{MSi_2}$ silicon limits again, $y=0.45/0.6667=0.675$ and $H'=-0.209$ eV. In the unit often used for such tables, the two leading values are $-39.8$ and $-39.1$ kJ per mole of supplied atoms.

The kinetic reading was tested by letting 200\,000 atoms arrive at random, each being metal with probability 0.55, and assembling whole formula units whenever the stock allowed. Each compound had its own random sequence. The mean heats were $-0.4112$, $-0.4044$ and $-0.2092$ eV, within 0.0014 eV of the formula. The standard deviation of the sampled metal fraction is $\sqrt{0.55\times0.45/200\,000}=0.0011$, so deviations of this size are expected.

The rule selects $\mathrm{M_2Si}$, but by only 7.5 meV. Equation \eqref{eq:xstar} shows how close the decision is. Here $A=0.45/0.50=0.90$ eV and $B=0.50/0.6667=0.75$ eV, so
\begin{equation}
x^*=\frac{0.90}{1.65}=0.5455 .
\end{equation}
The chosen supply lies 0.00455 above the crossing, and \eqref{eq:margin} returns the margin as $1.65\times0.00455=0.0075$ eV. The other crossing, between $\mathrm{MSi_2}$ and $\mathrm{MSi}$, is at $x=0.341$. In this model $\mathrm{MSi_2}$ therefore wins below 0.341, $\mathrm{MSi}$ from there to 0.5455, and $\mathrm{M_2Si}$ above.

The metal-poor limit shows why a local composition matters. A thin film on a thick wafer has, overall, far more silicon than metal. If all that silicon were available, the heat per metal atom would be $H/c$, which is $-0.75$ eV for $\mathrm{M_2Si}$, $-0.90$ eV for $\mathrm{MSi}$ and $-0.93$ eV for $\mathrm{MSi_2}$. The order is reversed. With these parameters the overall composition favours the disilicide, while the assumed interface composition favours the metal-rich silicide. The lead of $\mathrm{MSi_2}$ over $\mathrm{MSi}$ is slight: it vanishes if $H$ of the disilicide is $-0.30$ instead of $-0.31$ eV.

\section{Equilibrium would choose differently}

Suppose several compounds may form together. Every single-product state is still allowed, so the minimum energy can only stay the same or fall. This minimum, as a function of $x$, is the convex hull of the formation energies.

At $x=0.55$ the minimum is a mixture of $\mathrm{M_2Si}$ and $\mathrm{MSi}$ without leftovers. If a share $s$ of the atoms is in $\mathrm{M_2Si}$, the metal balance is $0.6667s+0.50(1-s)=0.55$, so
\begin{equation}
s=\frac{0.55-0.50}{0.6667-0.50}=0.30 .
\end{equation}
The energy is $0.30(-0.50)+0.70(-0.45)=-0.465$ eV. The product chosen by the rule lies 52.5 meV above it, seven times the margin between the two leading candidates. The model thus describes a constrained first step, in which a second compound has not yet had the chance to form.

A compound that is a strict vertex of the hull always wins at $x=c$. There it has energy $H$, while any rival with its leftover is a mixture of other phases, which by the definition of a strict vertex lies higher. The converse is false. Add a hypothetical $\mathrm{M_3Si_2}$ with $H=-0.47$ eV per atom. At its own composition, $x=0.60$, the hull is at $-0.48$ eV, so this compound is unstable by 10 meV. The best single-product rival reaches only $-0.45$ eV, and the rule selects the unstable compound. It would also win at $x=0.55$, where $H'=-0.47\times0.55/0.60=-0.431$ eV. Nickel does have a silicide of this composition; it does not melt congruently, so the usual rule leaves it off the list. Equilibrium stability and the largest $|H'|$ are different criteria, which is one reason why the candidate list matters.

\section{What could overturn the ranking}

The margin of 7.5 meV per supplied atom can be set against what the model leaves out. The sizes below use rough inputs.

\emph{Composition.} An error of 0.02 in $x$ changes the margin by $1.65\times0.02=0.033$ eV, or 33 meV. Towards silicon, this reverses the ranking. For the input sizes chosen here, it is the largest change in energy per supplied atom that any single input of this section produces.

\emph{Heat of formation.} An error of 0.02 eV in $H$ of $\mathrm{M_2Si}$, with the other values fixed, changes its $H'$ by $0.825\times0.02$ eV, or 16.5 meV. An error of $7.5/0.825=9.1$ meV is enough to remove the margin. The same 0.02 eV in $H$ of $\mathrm{MSi}$ is worth $0.90\times0.02$ eV, or 18 meV, and opposite errors in the two heats together shift the margin by 34.5 meV.

\emph{Vibrations.} In the classical harmonic limit, raising all vibration frequencies by 5\% raises the free energy by $3k_{\rm B}T\ln1.05$ per atom. With $k_{\rm B}T=47.4$ meV and the yield 0.825, this is 5.7 meV. The Debye model, with its temperature raised by 5\% from 400 K, gives 5.9 meV.

\emph{Interfaces.} Let the interfaces of the two candidate structures differ by 0.1 J/m$^2$, which is 0.624 eV/nm$^2$. For atomic volumes of 0.011 nm$^3$ (metal) and 0.020 nm$^3$ (silicon), the mean volume is $0.55\times0.011+0.45\times0.020=0.01505$ nm$^3$. Spread over a layer that is 2 nm thick before it reacts, the difference is $0.624\times0.01505/2=0.0047$ eV, or 4.7 meV per supplied atom. It varies as the inverse of the thickness and would equal the margin at about 1.3 nm.

\emph{Strain.} An equal in-plane strain $\varepsilon$ in two directions stores the energy density $Y\varepsilon^2$, where $Y$ is the biaxial modulus. For $Y=200$ GPa and $\varepsilon=1\%$, the mean atomic volume of the unreacted elements, used here in place of the compound's own, gives 1.88 meV per atom of compound. At the same modulus and strain, a compound with a smaller atomic volume stores proportionally less. With the yield 0.825 of $\mathrm{M_2Si}$, this is $0.825\times1.88=1.55$ meV per supplied atom.

\emph{Kinetic barriers.} If two reactions have equal prefactors but barriers that differ by 0.10 eV, their rates at 550 K differ by the factor $\exp(0.10/0.0474)=8.2$. No such barrier appears in $H'$.

One change of starting state does not affect the ranking. If the supply is already intermixed, with energy $h(x)$ relative to the elements, the heat of each reaction becomes $H'-h(x)$. The shift is common to all candidates, provided that the excess still ends as a pure element. If the excess stays dissolved in an alloy, the shift depends on the candidate and the ranking may change.

\section{Beside real nickel films}

In ordinary anneals of nickel films on silicon, $\mathrm{Ni_2Si}$ is commonly the first silicide to grow to an appreciable thickness, at roughly 500 to 600 K; $\mathrm{NiSi}$ follows, and $\mathrm{NiSi_2}$ needs much higher temperatures. The choice made at $x=0.55$ matches this first step, but the match is no evidence for the model. The first postulate places the supply at the lowest eutectic, near $x=0.54$ for nickel and silicon, and there the same heats of formation select $\mathrm{MSi}$, by 9 meV. An uncertainty of 0.02 in $x$ spans both answers. Real interfaces also break the assumption of one uniform supply: composition varies across the reacting layer, and very thin films can pass through other phases. For these parameters, a local shift of 0.02 moves the margin by 33 meV, and allowing the excess to react to equilibrium lowers the energy by 52.5 meV.

Within the model, the choice of the most negative $H'$ is better supported when its lead exceeds the combined uncertainty in $x$, in $H$ and in the neglected energies, and when the kinetic barriers do not favour a rival. Even then the choice rests on the two postulates, and nucleation or unequal atomic mobilities may decide otherwise in a real film. In the present example the first condition is not met.

\section*{Computed results}
\begin{verbatim}
INPUTS (round, rough, nickel-on-silicon regime)
supplied metal fraction x: 0.55
temperature: 550 K
M2Si: metal fraction 0.6667, H = -0.50 eV per compound atom
MSi: metal fraction 0.5000, H = -0.45 eV per compound atom
MSi2: metal fraction 0.3333, H = -0.31 eV per compound atom
RESULTS per supplied atom
M2Si: yield 0.8250, left M 0.0000, left Si 0.1750
M2Si: H_eff = -0.4125 eV = -39.80 kJ/mol
M2Si: simulated arrivals give -0.4112 eV
MSi: yield 0.9000, left M 0.1000, left Si 0.0000
MSi: H_eff = -0.4050 eV = -39.08 kJ/mol
MSi: simulated arrivals give -0.4044 eV
MSi2: yield 0.6750, left M 0.3250, left Si 0.0000
MSi2: H_eff = -0.2092 eV = -20.19 kJ/mol
MSi2: simulated arrivals give -0.2092 eV
number of simulated arrivals: 200000
largest formula error against minimization: 1.2e-15 eV
M2Si yield if Si wrongly called limiting: 1.3500
metal that yield would need: 0.9000 per supplied atom
crossing MSi2/MSi: x = 0.3407
crossing MSi/M2Si: x = 0.5455
margin of M2Si over MSi: 7.50 meV
slope of margin with x: 1.650 eV
change of x that removes the margin: 0.0045
equilibrium M2Si+MSi mixture: -0.4650 eV
share of atoms in M2Si in that mixture: 0.300
M2Si-only product above mixture: 52.5 meV
hypothetical M3Si2 at x = 0.60: H = -0.47 eV
there: hull -0.4800 eV, best rival -0.4500 eV
NEGLECTED EFFECTS per supplied atom
error 0.02 in x: 33.0 meV
error 0.02 eV in H of M2Si: 16.5 meV
Debye temperature 400 K raised by 5 %: 5.88 meV
atomic volumes M, Si: 0.011, 0.020 nm^3
mean atomic volume: 0.01505 nm^3
interface energy difference 0.1 J/m^2, layer 2 nm: 4.70 meV
misfit strain 1 %, biaxial modulus 200 GPa: 1.55 meV
thermal energy kT: 47.4 meV
rate ratio for barrier difference 0.10 eV: 8.2
\end{verbatim}
